# How can a one-channel spin mixing conductance exceed one?: a program that tests the result

```python
"""Mixing conductance of one channel at a normal-metal/ferromagnet step.
Result under test: r_u = 1/3 and r_d = -1/3 give g = 1 - r_u*conj(r_d) = 10/9,
the net transverse spin current per unit incoming transverse spin current.
It may exceed one although |r|^2 + T = 1 for each spin; unitarity gives Re g <= 2.
u, d: spin along +z, -z (magnetization axis); r: reflection amplitude;
T: transmission probability; k: wave number in the normal metal (x < 0).
Atomic units inside; energies printed in eV and lengths in angstrom.
Spin currents are in units of hbar/2 times the incoming particle flux.
"""
from fractions import Fraction
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp, simpson
from scipy.stats import unitary_group

hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10

energy_ev, pot_u_ev, pot_d_ev = 1.0, 0.75, -3.0
energy = energy_ev / hartree_ev
pot_u = pot_u_ev / hartree_ev
pot_d = pot_d_ev / hartree_ev
k = np.sqrt(2 * energy)
k_u = np.sqrt(2 * (energy - pot_u))
k_d = np.sqrt(2 * (energy - pot_d))
period = 2 * np.pi / abs(k_u - k_d)
length = period / 2


def schroedinger(x, y, potential):
    return [y[1], 2 * (potential - energy) * y[0]]


def scatter(potential):
    """Integrate an outgoing wave back to the metal; normalize incoming wave."""
    k_f = np.sqrt(2 * (energy - potential))
    wave = np.exp(1j * k_f * length)
    start = np.array([wave, 1j * k_f * wave], dtype=complex)
    options = dict(method="DOP853", rtol=1e-11, atol=1e-13)
    inside = solve_ivp(schroedinger, (length, 0.0), start, args=(potential,),
                       t_eval=np.linspace(length, 0.0, 401), **options)
    metal = solve_ivp(schroedinger, (0.0, -length), inside.y[:, -1], args=(0.0,),
                      t_eval=np.linspace(0.0, -length, 401), **options)
    assert inside.success and metal.success
    psi, slope = metal.y[:, -1]
    incoming = 0.5 * (psi + slope / (1j * k)) * np.exp(1j * k * length)
    reflected = 0.5 * (psi - slope / (1j * k)) * np.exp(-1j * k * length)
    return reflected / incoming, metal.y / incoming, inside.y[:, ::-1] / incoming


def current_x(up, down):
    """Spin-x current for incoming spinor (1,1)/sqrt(2)."""
    return np.imag(up[0].conj() * down[1] + down[0].conj() * up[1]) / (2 * k)


def current_y(up, down):
    return np.imag(-1j * up[0].conj() * down[1]
                   + 1j * down[0].conj() * up[1]) / (2 * k)


def particle_flux(wave):
    return np.imag(wave[0].conj() * wave[1]) / k


r_u, metal_u, inside_u = scatter(pot_u)
r_d, metal_d, inside_d = scatter(pot_d)
g_exact = 1 - Fraction(1, 3) * Fraction(-1, 3)

# Amplitudes from integrated waves against the required values and step formula.
assert abs(r_u - 1 / 3) < 1e-7 and abs(r_d + 1 / 3) < 1e-7
assert abs(r_u - (k - k_u) / (k + k_u)) < 1e-7
assert abs(r_d - (k - k_d) / (k + k_d)) < 1e-7

# Particle conservation, with transmission measured inside the ferromagnet.
trans_u = particle_flux(inside_u)[-1]
trans_d = particle_flux(inside_d)[-1]
assert abs(trans_u + abs(r_u)**2 - 1) < 1e-7
assert abs(trans_d + abs(r_d)**2 - 1) < 1e-7

# Spin current from the full wave, including possible interference terms.
spin_metal = current_x(metal_u, metal_d)
spin_inside = current_x(inside_u, inside_d)
assert np.max(np.abs(spin_metal - float(g_exact))) < 1e-7
assert np.max(np.abs(current_y(metal_u, metal_d))) < 1e-7
assert abs(spin_inside[0] - float(g_exact)) < 1e-7

# Reflected spin direction from its spinor.
reflected_spinor = np.array([r_u, r_d]) / np.sqrt(2)
sigma_x = np.array([[0, 1], [1, 0]])
reflected_probability = np.vdot(reflected_spinor, reflected_spinor).real
reflected_spin = (np.vdot(reflected_spinor, sigma_x @ reflected_spinor).real
                  / reflected_probability)
assert abs(reflected_spin + 1) < 1e-7
assert abs(1 - reflected_probability * reflected_spin - spin_metal[0]) < 1e-7

# Decomposition into mean transmission and spin-amplitude difference.
mean_transmission = (trans_u + trans_d) / 2
difference_term = abs(r_u - r_d)**2 / 2
assert abs(mean_transmission + difference_term - spin_metal[0]) < 1e-7

# Local polarization and velocity effect just inside the ferromagnet.
density = (abs(inside_u[0, 0])**2 + abs(inside_d[0, 0])**2) / 2
spin_density = np.real(inside_u[0, 0].conj() * inside_d[0, 0])
polarization = spin_density / density
assert 0 < polarization < 1
assert spin_inside[0] > mean_transmission

# Precession law and exchange torque over half a precession period.
x_inside = np.linspace(0.0, length, 401)
precession = float(g_exact) * np.cos((k_u - k_d) * x_inside)
assert np.max(np.abs(spin_inside - precession)) < 1e-7
torque_density = ((pot_u - pot_d)
                  * np.imag(inside_u[0].conj() * inside_d[0]) / k)
torque = simpson(torque_density, x=x_inside)
assert abs(torque - (spin_inside[0] - spin_inside[-1])) < 1e-6

# Nonmagnetic control: same potential for both spins, hence no precession.
control_metal = current_x(metal_u, metal_u)
control_inside = current_x(inside_u, inside_u)
assert abs(control_metal[0] - 8 / 9) < 1e-7
assert np.ptp(control_inside) < 1e-7

# Unitarity identity and bounds for independently drawn scattering matrices.
s_u = unitary_group.rvs(2, size=20000, random_state=1)
s_d = unitary_group.rvs(2, size=20000, random_state=2)
random_g = 1 - np.real(s_u[:, 0, 0] * s_d[:, 0, 0].conj())
random_sum = (abs(s_u[:, 1, 0])**2 + abs(s_d[:, 1, 0])**2
              + abs(s_u[:, 0, 0] - s_d[:, 0, 0])**2) / 2
assert np.max(np.abs(random_g - random_sum)) < 1e-12
assert random_g.min() >= -1e-12 and random_g.max() <= 2 + 1e-12
assert random_g.max() > 1.5

# Relative phase scan at fixed reflection probability 1/9.
phases = np.linspace(0, 2 * np.pi, 361)
phase_g = np.real(1 - abs(r_u) * abs(r_d) * np.exp(1j * phases))
assert abs(phase_g.min() - 8 / 9) < 1e-7
assert abs(phase_g.max() - 10 / 9) < 1e-7

# Dephasing: equal weight per transverse state in the metal's Fermi disk.
samples = 100000
fraction = (np.arange(samples) + 0.5) / samples
q_squared = k**2 * fraction
k_x = np.sqrt(k**2 - q_squared)
channel_u = np.sqrt(k_u**2 - q_squared + 0j)
channel_d = np.sqrt(k_d**2 - q_squared + 0j)


def averaged_current(depth):
    up = 2 * k_x / (k_x + channel_u) * np.exp(1j * channel_u * depth)
    down = 2 * k_x / (k_x + channel_d) * np.exp(1j * channel_d * depth)
    flow = np.imag(up.conj() * 1j * channel_d * down
                   + down.conj() * 1j * channel_u * up) / (2 * k_x)
    return flow.mean()


many_u = (k_x - channel_u) / (k_x + channel_u)
many_d = (k_x - channel_d) / (k_x + channel_d)
average_g = np.mean(1 - np.real(many_u * many_d.conj()))
average_interface = averaged_current(0.0)
deep_values = [averaged_current(depth)
               for depth in np.linspace(20 * period, 21 * period, 41)]
deep_maximum = np.max(np.abs(deep_values))
assert abs(average_interface - average_g) < 1e-10
assert deep_maximum < 0.05 * average_interface

print(f"Incident energy: {energy_ev:.2f} eV")
print(f"Potential in F, spin u: {pot_u_ev:.2f} eV")
print(f"Potential in F, spin d: {pot_d_ev:.2f} eV")
print(f"Potential difference u minus d: {pot_u_ev - pot_d_ev:.2f} eV")
print(f"Wave number in N: {k / bohr_angstrom:.4f} 1/angstrom")
print(f"Wave number in F, spin u: {k_u / bohr_angstrom:.4f} 1/angstrom")
print(f"Wave number in F, spin d: {k_d / bohr_angstrom:.4f} 1/angstrom")
print(f"Reflection amplitude u: {r_u.real:.6f} (dimensionless)")
print(f"Reflection amplitude d: {r_d.real:.6f} (dimensionless)")
print(f"Reflection probability u: {abs(r_u)**2:.6f} (dimensionless)")
print(f"Reflection probability d: {abs(r_d)**2:.6f} (dimensionless)")
print(f"Transmission probability u: {trans_u:.6f} (dimensionless)")
print(f"Transmission probability d: {trans_d:.6f} (dimensionless)")
print(f"Reflected spin-x polarization: {reflected_spin:.6f} (dimensionless)")
print(f"Mean transmission term: {mean_transmission:.6f} (dimensionless)")
print(f"Amplitude-difference term: {difference_term:.6f} (dimensionless)")
print(f"Mixing conductance, fraction: {g_exact} (dimensionless)")
print(f"Spin current in N from wave: {spin_metal[0]:.6f} (incoming units)")
print(f"Spin current just inside F: {spin_inside[0]:.6f} (incoming units)")
print(f"Local spin-x polarization at interface: {polarization:.6f} (dimensionless)")
print(f"Precession period in F: {period * bohr_angstrom:.4f} angstrom")
print(f"Spin current after half period: {spin_inside[-1]:.6f} (incoming units)")
print(f"Integrated torque over half period: {torque:.6f} (incoming units)")
print(f"Nonmagnetic control, g: {control_metal[0]:.6f} (dimensionless)")
print(f"Phase scan minimum g: {phase_g.min():.6f} (dimensionless)")
print(f"Phase scan maximum g: {phase_g.max():.6f} (dimensionless)")
print(f"Number of random unitary pairs: {len(random_g)}")
print(f"Random unitary minimum Re g: {random_g.min():.4f} (dimensionless)")
print(f"Random unitary maximum Re g: {random_g.max():.4f} (dimensionless)")
print(f"Many-channel mean at interface: {average_interface:.4f} (incoming units)")
print(f"Largest mean at 20 to 21 periods: {deep_maximum:.4f} (incoming units)")
print("verified")
```

It prints:

```
Incident energy: 1.00 eV
Potential in F, spin u: 0.75 eV
Potential in F, spin d: -3.00 eV
Potential difference u minus d: 3.75 eV
Wave number in N: 0.5123 1/angstrom
Wave number in F, spin u: 0.2562 1/angstrom
Wave number in F, spin d: 1.0246 1/angstrom
Reflection amplitude u: 0.333333 (dimensionless)
Reflection amplitude d: -0.333333 (dimensionless)
Reflection probability u: 0.111111 (dimensionless)
Reflection probability d: 0.111111 (dimensionless)
Transmission probability u: 0.888889 (dimensionless)
Transmission probability d: 0.888889 (dimensionless)
Reflected spin-x polarization: -1.000000 (dimensionless)
Mean transmission term: 0.888889 (dimensionless)
Amplitude-difference term: 0.222222 (dimensionless)
Mixing conductance, fraction: 10/9 (dimensionless)
Spin current in N from wave: 1.111111 (incoming units)
Spin current just inside F: 1.111111 (incoming units)
Local spin-x polarization at interface: 0.800000 (dimensionless)
Precession period in F: 8.1762 angstrom
Spin current after half period: -1.111111 (incoming units)
Integrated torque over half period: 2.222222 (incoming units)
Nonmagnetic control, g: 0.888889 (dimensionless)
Phase scan minimum g: 0.888889 (dimensionless)
Phase scan maximum g: 1.111111 (dimensionless)
Number of random unitary pairs: 20000
Random unitary minimum Re g: 0.0281 (dimensionless)
Random unitary maximum Re g: 1.9912 (dimensionless)
Many-channel mean at interface: 0.9914 (incoming units)
Largest mean at 20 to 21 periods: 0.0174 (incoming units)
verified
```
